\section*{Capacitance Transient of Dilute Uniform Traps and Its Depletion-Edge Correction}

\section{The decision and the setting}

A capacitance transient has been recorded on a diode of known doping, and a trap concentration is to be calculated from it. The decision is whether to multiply the fractional transient by twice the doping and stop, or to divide the product by a factor describing which traps changed their charge. For the silicon diode treated below, stopping early gives $7.3\times10^{12}$ instead of $1.0\times10^{13}\ \mathrm{cm^{-3}}$, although the traps are dilute and uniform.

The diode is a Schottky diode of area $A$ on $n$-type material of permittivity $\varepsilon$, and holes are neglected in its space charge. The coordinate $x$ runs from the contact into the semiconductor, and $q>0$ is the elementary charge. The assumptions are as follows.

\begin{enumerate}
\item Donors of density $N_d$ are uniform and ionized. Electron traps of density $N_t\ll N_d$ are uniform, with one level $E_t$ and degeneracy factor one.
\item The traps are acceptor-like: negative when filled, neutral when empty. If $n_t(x)$ is the density of filled traps, the fixed charge density is $qN(x)$ with $N=N_d-n_t$.
\item A long pulse at low reverse bias brings the traps to their steady occupancy. The bias then returns to the constant value $V_R$, and the traps emit electrons to the conduction band. Hole emission is neglected.
\item The probe signal is too fast for the traps to follow and slow enough for free electrons to follow.
\end{enumerate}

Let $W$ and $W_p$ be the depletion widths at $V_R$ and during the pulse, $C_\infty$ the final capacitance, and $\Delta C(t)=C(t)-C_\infty$.

\paragraph{Theorem.} To leading order in $N_t/N_d$, and with the boundary between filled and empty traps taken as sharp,
\begin{equation}
\frac{\Delta C(0)}{C_\infty}=-\frac{N_t}{2N_d}F,\qquad
F=\frac{(W-\lambda)^2-(W_p-\lambda)^2}{W^2},
\label{main}
\end{equation}
for $W>W_p>\lambda$. Here $\lambda$ is the distance from the depletion edge to the plane where the traps are half filled. The magnitude approaches $N_t/(2N_d)$ when $\lambda\ll W$ and $W_p\ll W$.

\section{Depletion width and capacitance}

\paragraph{Lemma 1.} If the total band bending is $V_{bi}+V_R$ and $V_T=k_BT/q$, then
\begin{equation}
V\equiv V_{bi}+V_R-V_T=\frac q\varepsilon\int_0^W xN(x)\,dx .
\label{moment}
\end{equation}

\paragraph{Proof.} Let $\psi(x)\le0$ be the potential relative to the neutral bulk. Near the depletion edge the traps are filled, so $N$ has a constant value $N_W$, which is also the bulk electron density. With Boltzmann electrons, Poisson's equation there is
\begin{equation}
\psi''=-\frac{qN_W}{\varepsilon}\left(1-e^{\psi/V_T}\right).
\end{equation}
Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:
\begin{equation}
\frac12(\psi')^2=\frac{qN_W}{\varepsilon}
\left[-\psi-V_T\left(1-e^{\psi/V_T}\right)\right].
\end{equation}
Once $|\psi|\gg V_T$ the exponential is negligible and $(\psi')^2=(2qN_W/\varepsilon)(|\psi|-V_T)$. Integrating once more gives
\begin{equation}
|\psi|-V_T=\frac{qN_W}{2\varepsilon}(W-x)^2,\qquad
\psi'=\frac{qN_W}{\varepsilon}(W-x),
\label{edge}
\end{equation}
where the integration constant $W$ defines the depletion edge. Seen from inside, the electron tail therefore acts as a sharp edge at $W$ with potential $-V_T$ and zero field.

Continuing towards the contact, where $N$ may vary, $\psi''=-qN/\varepsilon$ gives
\begin{equation}
\psi'(x)=\frac q\varepsilon\int_x^W N(x')\,dx'.
\end{equation}
The potential difference between the effective edge and the contact is then
\begin{align}
-V_T-\psi(0)&=\frac q\varepsilon\int_0^W dx\int_x^W N(x')\,dx'\\
&=\frac q\varepsilon\int_0^W x'N(x')\,dx',
\end{align}
because, for given $x'$, the variable $x$ runs from 0 to $x'$. Since $\psi(0)=-(V_{bi}+V_R)$, this is (\ref{moment}). $\square$

\paragraph{Lemma 2.} With trap charges frozen, $C=\varepsilon A/W$, even if $N$ is not uniform.

\paragraph{Proof.} A small voltage change moves the edge by $dW$ and uncovers the charge $dQ=qN(W)\,dW$ per unit area. Differentiating (\ref{moment}) with respect to its upper limit gives $dV=(q/\varepsilon)WN(W)\,dW$. The ratio is $A\,dQ/dV=\varepsilon A/W$; the edge density cancels. $\square$

\paragraph{Lemma 3.} At fixed bias, a small change $\delta n_t(x)$ of the filled-trap density changes the capacitance by
\begin{equation}
\frac{\delta C}{C}=-\frac{1}{N_dW^2}\int_0^W x\,\delta n_t(x)\,dx .
\label{linear}
\end{equation}

\paragraph{Proof.} In (\ref{moment}) both $N$ and $W$ change while $V$ does not. Since $\delta N=-\delta n_t$,
\begin{equation}
0=WN(W)\,\delta W-\int_0^W x\,\delta n_t\,dx .
\end{equation}
Hence $\delta W=\int_0^W x\,\delta n_t\,dx/[WN(W)]$. From $C\propto1/W$ follows $\delta C/C=-\delta W/W$. Replacing $N(W)=N_d-N_t$ by $N_d$ changes the result by a relative amount of order $N_t/N_d$. $\square$

The sign has a direct meaning. Extra trapped electrons cancel part of the donor charge, so a wider layer is needed to support the same voltage, and the capacitance is lower. It rises as the traps empty. The weight $x$ says that a charge near the depletion edge moves that edge more than one near the contact. For uniform $\delta n_t$ from 0 to $W$, half of the signal comes from $x>W/\sqrt2$, the outer 29\% of the layer.

\section{Which traps change their charge}

\paragraph{Lemma 4.} The emission rate is
\begin{equation}
e_n=\sigma vN_c\,e^{-(E_c-E_t)/k_BT},
\label{rate}
\end{equation}
where $\sigma$ is the capture cross-section, $v$ the thermal speed and $N_c$ the effective density of states of the conduction band. In steady state the traps are half filled at a distance $\lambda$ inside the depletion edge, with
\begin{equation}
\lambda^2=\frac{2\varepsilon(u-V_T)}{qN_d},\qquad
qu=(E_F-E_t)_{\rm bulk}.
\label{lambda}
\end{equation}

\paragraph{Proof.} Capture and emission give
\begin{equation}
\frac{dn_t}{dt}=\sigma v\,n(N_t-n_t)-e_nn_t .
\label{kinetic}
\end{equation}
In equilibrium the two terms balance. The Fermi function gives $(N_t-n_t)/n_t=e^{(E_t-E_F)/k_BT}$, and the electron density is $n=N_ce^{-(E_c-E_F)/k_BT}$. Therefore
\begin{equation}
e_n=\sigma v\,n\,\frac{N_t-n_t}{n_t}
=\sigma vN_c\,e^{-(E_c-E_t)/k_BT}\equiv\sigma v\,n_1 .
\end{equation}
With this $e_n$, the steady state of (\ref{kinetic}) is $n_t/N_t=n/(n+n_1)$, which is one half where $n=n_1$.

Take the electron quasi-Fermi level as flat from the bulk to this plane. Then $n=n_be^{\psi/V_T}$, with $n_b=N_ce^{-(E_c-E_F)_{\rm bulk}/k_BT}$. Equating $n$ to $n_1$ gives
\begin{equation}
q|\psi|=(E_c-E_t)-(E_c-E_F)_{\rm bulk}=(E_F-E_t)_{\rm bulk}=qu .
\end{equation}
Put $|\psi|=u$ and $N_W\simeq N_d$ into (\ref{edge}), and solve for $W-x=\lambda$. $\square$

Bias does not enter (\ref{lambda}), so $\lambda$ is the same during and after the pulse. The occupancy changes from nearly one to nearly zero while the potential changes by a few $V_T$. The field at the plane is $qN_d\lambda/\varepsilon=2(u-V_T)/\lambda$, so the length over which the potential changes by $V_T$ is $V_T\lambda/[2(u-V_T)]$. The boundary may be treated as sharp when this is much less than the thickness of the emptied layer.

\paragraph{Proof of the theorem.} During the pulse, traps with $x>W_p-\lambda$ are filled. In the final state, those with $x>W-\lambda$ are filled. The initial state thus has additional trapped charge $\delta n_t=N_t$ between these planes and none elsewhere. Equation (\ref{linear}) gives
\begin{align}
\frac{\Delta C(0)}{C_\infty}
&=-\frac{N_t}{N_dW^2}\int_{W_p-\lambda}^{W-\lambda}x\,dx\\
&=-\frac{N_t}{2N_d}\,
\frac{(W-\lambda)^2-(W_p-\lambda)^2}{W^2}.
\end{align}
The factor one half comes from the integral of $x$. $\square$

\paragraph{Remark: large bias.} Expanding the squares gives
\begin{equation}
F=1-\frac{2\lambda}{W}+\frac{\lambda^2-(W_p-\lambda)^2}{W^2}.
\end{equation}
At fixed pulse bias, $W$ grows as $V^{1/2}$, so the leading deficit falls only as $V^{-1/2}$. The simple law is approached slowly.

\paragraph{Remark: small pulse.} Factoring the difference of squares gives
\begin{equation}
F=\frac{(W-W_p)(W+W_p-2\lambda)}{W^2}.
\end{equation}
When $W_p$ is close to $W$, $F\simeq2(1-\lambda/W)(W-W_p)/W$. The signal then measures traps in a thin layer and vanishes with the pulse height, however large $N_t/N_d$ may be within the dilute regime.

\section{Finite concentration and time dependence}

\paragraph{Proposition 1.} Suppose that all traps in the depletion layer are first filled and finally empty, so that $F=1$. With $r=N_t/N_d$,
\begin{equation}
\frac{\Delta C(0)}{C_\infty}=\sqrt{1-r}-1
=-\frac r2-\frac{r^2}{8}+O(r^3).
\label{ideal}
\end{equation}

\paragraph{Proof.} For uniform charge, (\ref{moment}) reads $V=qNW^2/(2\varepsilon)$. At the same $V$, the initial width $W_0$ obeys $(N_d-N_t)W_0^2=N_dW^2$. Hence $C(0)/C_\infty=W/W_0=\sqrt{1-r}$, with both widths positive. Expanding the root gives (\ref{ideal}). $\square$

Relative to the linear term, the next term is $r/4$. The full ideal result exceeds the linear one in magnitude by 0.25\% at $r=0.01$ and by 2.6\% at $r=0.1$. For donor-like traps, neutral when filled and positive when empty, the charge densities are $N_d$ and $N_d+N_t$. Then
\begin{equation}
\frac{\Delta C(0)}{C_\infty}=\frac1{\sqrt{1+r}}-1
=-\frac r2+\frac{3r^2}{8}+O(r^3).
\end{equation}
The leading term does not depend on the type of trap; the correction does.

\paragraph{Proposition 2.} Where free electrons are negligible and $e_n$ is uniform, the dilute transient is $\Delta C(t)=\Delta C(0)e^{-e_nt}$.

\paragraph{Proof.} With $n=0$, (\ref{kinetic}) becomes $dn_t/dt=-e_nn_t$, so $n_t=N_te^{-e_nt}$ throughout the emptied layer. Equation (\ref{linear}) is linear in this density and passes the exponential on to the capacitance. $\square$

Near the plane $x=W-\lambda$ the electron density is not negligible. There the occupancy relaxes to its steady value at the rate $\sigma vn+e_n=e_n(1+n/n_1)$, faster than $e_n$.

\section{A silicon diode at 200 K}

The example has the round values $N_d=10^{15}\ \mathrm{cm^{-3}}$, $N_t=10^{13}\ \mathrm{cm^{-3}}$, barrier 0.80 eV, $E_c-E_t=0.40$ eV, $\sigma=10^{-15}\ \mathrm{cm^2}$ and $A=1\ \mathrm{mm^2}$. The relative permittivity is 11.7. The reverse bias is 10 V, and the pulse goes to 0 V for 500 ms. The trap is a model level, not a named impurity.

At 200 K, $V_T=0.0172$ V and $N_c=1.53\times10^{19}\ \mathrm{cm^{-3}}$. The bulk Fermi level is $k_BT\ln(N_c/N_d)=0.166$ eV below the conduction band. Thus $V_{bi}=0.80-0.166=0.634$ V and $u=0.40-0.166=0.234$ V. The effective voltage is $V=10+0.634-0.017=10.617$ V, and
\begin{align}
W&=\sqrt{\frac{2\varepsilon V}{qN_d}}=3.705\ \mu\mathrm m,\\
W_p&=W\sqrt{\frac{0.634-0.017}{10.617}}=0.893\ \mu\mathrm m,\\
\lambda&=W\sqrt{\frac{0.234-0.017}{10.617}}=0.529\ \mu\mathrm m.
\end{align}
The emptied layer extends from 0.364 to 3.176 $\mu$m. At its outer boundary the potential changes by $V_T$ over about $0.0172\times0.529/(2\times0.217)=0.02\ \mu$m. The occupancy changes over a few times this length, which is still much less than the layer thickness, so the sharp boundary is justified. Then
\begin{equation}
F=\frac{3.176^2-0.364^2}{3.705^2}=0.735-0.010=0.725 .
\end{equation}
The loss of signal comes almost wholly from the traps near the depletion edge that never empty. The traps near the contact that never fill cost 0.010.

The predicted transient is $-0.005\times0.725=-0.363\%$. With $C_\infty=27.96$ pF this is $-0.101$ pF, against $-0.140$ pF from the simple law. Raising $F$ to 0.9 with the same pulse bias would require 84 V.

These approximations were tested against a finite-difference solution of Poisson's equation with free electrons and smooth trap occupancy. The capacitance was found from the response of the contact charge to a small voltage, with the traps frozen. For the example it gives $F=0.728$. At the same bias but $N_t/N_d=0.001$ it gives 0.7259 against the formula's 0.7251, so most of the difference in the example is due to the finite trap concentration. At 40 V and $N_t/N_d=0.001$ the values are 0.8573 and 0.8567. Inverting the computed transient of the example, 0.364\%, gives
\begin{equation}
N_t=\frac{2N_d}{F}\left|\frac{\Delta C(0)}{C_\infty}\right|
=\frac{2\times10^{15}\times0.00364}{0.725}
=1.00\times10^{13}\ \mathrm{cm^{-3}}.
\end{equation}

For the rate, take $v=\sqrt{3k_BT/m}$ with $m=0.26$ electron masses. Equation (\ref{rate}) gives $e_n=23.9\ \mathrm{s^{-1}}$, a time constant of 42 ms. The pulse lasts twelve such times. If the traps are let relax in the electron profile of the final state, the numerical transient has fallen after one and two time constants to 0.363 and 0.133 of its initial value, against 0.368 and 0.135 for the exponential. Faster relaxation near the depletion edge lowers the ratios, by 1.6\% at one time constant in the dilute limit. The finite trap concentration acts in two opposite ways. To see the first, let a fraction $f=e^{-e_nt}$ of the traps in the emptied layer be filled, and suppose that the traps between $W-\lambda$ and the depletion edge stay filled, so that the charge density at the edge remains $q(N_d-N_t)$. At fixed $V$, (\ref{moment}) then gives $(N_d-N_t)[W(t)^2-W^2]=N_tfFW^2$, and
\begin{equation}
\frac{\Delta C(t)}{C_\infty}=\frac{1}{\sqrt{1+r'Ff}}-1,\qquad r'=\frac{N_t}{N_d-N_t}.
\end{equation}
Expanding to second order and dividing by the value at $f=1$ gives $f[1+\frac34rF(1-f)]$ to first order in $r$. This is an increase of 0.34\% at one time constant, which reduces the deficit to about 1.3\% when the final electron profile is used. The second effect is absent from that treatment. While the layer is still partly filled, the depletion edge lies further out, initially by $rFW/2\approx13$ nm, comparable with the 0.02 $\mu$m over which the occupancy changes. Traps just beyond $W-\lambda$ then see fewer electrons and partly empty before they refill. With the electron profile updated as the traps empty, the ratios are 0.361 and 0.1315, a deficit of 1.9\% at one time constant. On balance the finite concentration therefore lowers the ratios slightly.

\section{Comparison with real diodes}

The doping, bias and barrier are roughly typical of a silicon Schottky diode. The peak field, 0.057 MV/cm, is well below a rough breakdown field of 0.3 MV/cm. The 500 ms pulse was chosen long enough for the traps to reach steady occupancy. A much shorter pulse can leave traps in the electron tail unfilled. If none fill at $x<W_p$, $F$ falls from 0.725 to 0.677. A trap degeneracy that lowers the effective level by $k_BT\ln2$ changes $F$ to 0.719.

Another assumption that can fail is a uniform emission rate. In a field $\mathcal E$, an electron can be thermally excited to an energy $zk_BT$ below the band edge and tunnel through the remaining triangular barrier. This gains a factor $e^z$ in excitation and costs the WKB factor $e^{-\kappa z^{3/2}}$, so a simple estimate of the rate gain is
\begin{equation}
1+\int_0^{(E_c-E_t)/k_BT}e^{z-\kappa z^{3/2}}dz,\qquad
\kappa=\frac{4\sqrt{2m}\,(k_BT)^{3/2}}{3\hbar q\mathcal E}.
\end{equation}
At the contact it is 2.4 for $m=0.26$ electron masses, and 2.7 or 1.7 for masses of 0.19 or 0.98. These figures are crude. More than half of the integral comes from $\kappa z^{3/2}<1$, where the WKB factor is unreliable, and the estimate ignores the states that the field removes above the band edge. For a short-range trap with energy-independent coupling to the band, the exact thermal average of the local density of states gives a gain $\exp[\hbar^2q^2\mathcal E^2/(24m(k_BT)^3)]$, only 1.08 at the contact. The gain of a real trap depends on its coupling to the lattice and has to be measured. The WKB figures are used below only to illustrate a strong field dependence. Weighted over the emptied layer, the signal after one nominal time constant is 0.21 of its initial value instead of 0.37. With the layer boundaries held fixed, the initial amplitude is unchanged. But if a reading at that time were extrapolated back with the nominal rate, the trap density would come out about 42\% low in this estimate, against about 2\% with the short-range gain. The amplitude should therefore be extrapolated with the measured decay, not an assumed one. The readings should start well before one time constant, because a spread of rates makes the decay non-exponential and a single exponential fitted to late readings still gives too low an amplitude.

Hole emission is negligible here: for equal prefactors and a gap of 1.15 eV it is $1.5\times10^{-9}$ of the electron rate. For a level nearer midgap it need not be. Where free carriers are absent, the balance $e_p(N_t-n_t)=e_nn_t$ leaves a fraction $e_p/(e_n+e_p)$ of the traps filled, where $e_p$ is the hole emission rate. With the layer boundaries held fixed and the traps near the contact that never fill left out, the amplitude is then multiplied by $e_n/(e_n+e_p)$, and (\ref{main}) without this factor underestimates $N_t$.

Temperature also limits the measurement. At 300 K the same trap would emit at $1.2\times10^5\ \mathrm{s^{-1}}$, and the transient would last about 8 $\mu$s. The capacitance meter must resolve that time for the initial amplitude to be read. The numerical output below lists the remaining intermediate values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature 200 K; kT 0.01723 eV; eps_r 11.7
Nd 1.0e+15 cm^-3; Nt 1.0e+13 cm^-3; Nt/Nd 0.010
Barrier 0.80 eV; trap depth 0.40 eV
Capture cross-section 1.0e-15 cm^2; area 1.0 mm^2
Masses: density of states 1.08, velocity 0.26 m0
Reverse bias 10.0 V; pulse bias 0.0 V
Pulse length 500 ms
Nc 1.533e+19 cm^-3; Ec-EF 0.1661 eV
Built-in voltage 0.6339 V; EF-Et 0.2339 eV
Reverse depletion width W 3.7053 um
Pulse depletion width Wp 0.8930 um
Edge distance lambda 0.5293 um
Emptied layer from 0.3637 to 3.1760 um
Layer factor F, formula 0.7251
Layer factor F, Poisson solver 0.7281
F at 10 V, Nt/Nd=0.001: solver 0.7259
F at 40 V: formula 0.8567, solver 0.8573
Simple law Nt/(2Nd) 0.5000 percent
Corrected transient -0.3625 percent
Poisson-solver transient -0.3641 percent
Final capacitance 27.958 pF
Transient: simple -0.1398 pF, corrected -0.1014 pF
Apparent Nt when F is omitted 7.251e+12 cm^-3
Ideal solver at Nt/Nd=0.04: -2.0204 percent
Ideal exact/linear at Nt/Nd=0.01: 1.00251
Ideal exact/linear at Nt/Nd=0.1: 1.02633
Emission rate 23.873 1/s; time constant 41.89 ms
Solver decay at 1 and 2 time constants: 0.3633, 0.1330
Exponential at the same times: 0.3679, 0.1353
Bias for F=0.9: 83.7 V; peak field 0.162 MV/cm
Peak field at example bias 0.0573 MV/cm
Rough breakdown field 0.3 MV/cm
Tunnelling rate gain at contact 2.407
Gain with mass 0.19: 2.712; mass 0.98: 1.692
Decay at one nominal time constant with gain 0.2117
Hole/electron emission, equal prefactors 1.51e-09
Neutral donor fraction in bulk 1.77e-03
Electron density over Nc 6.52e-05
F if trap level shifts by kT ln2 0.7192
F if the pulse tail fills no traps 0.6766
Probe 1.0 MHz; e_n/angular frequency 3.80e-06
Emission rate at 300 K 1.230e+05 1/s
\end{verbatim}
